\section*{Why slow {111} sidewalls do not protect convex mask corners}

\section*{Question}

I have a deep mesa on a (110) wafer of a diamond-cubic crystal. Its vertical sidewalls are $\{111\}$ planes, and two of them meet under an acute corner of the mask. My etchant removes $\{111\}$ at only $0.01\,\mu$m/min. After 10 min each wall should have moved by $0.1\,\mu$m, so I expect the corner to be practically intact. The corner has no surface other than these two walls, so what could etch it faster? If something does, which planes appear, how far does the corner recede, and would a still slower $\{111\}$ rate help? Does the same happen at the inner corners of a mask opening?

\section*{Answer}

The $0.1\,\mu$m is right for the middle of a wall. It does not carry over to the corner, because a small $\{111\}$ rate limits how a wall moves along its normal and says nothing about how fast the wall is shortened from its end. At a convex edge, every orientation between the two walls is available to the etchant.

\subsection*{When can a new plane cut the edge?}

Assume that etching is limited by the surface reaction, that the normal rate $R(\mathbf n)$ depends continuously on the outward normal $\mathbf n$ and on nothing else, and that the mask is passive: it does not etch, it stays attached, and no inclined plane starts where the solid meets it. Let the walls have unit normals $\mathbf n_1,\mathbf n_2$ and rates $R_1,R_2$, and put the origin on the initial edge. At time $t$ the walls lie at
\begin{equation}
\mathbf n_1\cdot\mathbf x=-R_1t,\qquad \mathbf n_2\cdot\mathbf x=-R_2t .
\end{equation}
A plane that touches the initial solid at the edge alone has a normal between those of the walls, $\mathbf n=a\mathbf n_1+b\mathbf n_2$ with $a,b>0$. At the point $\mathbf x_e$ where the retreated walls meet,
\begin{equation}
\mathbf n\cdot\mathbf x_e=a\,\mathbf n_1\cdot\mathbf x_e+b\,\mathbf n_2\cdot\mathbf x_e=-(aR_1+bR_2)t .
\end{equation}
The new plane itself has moved to $\mathbf n\cdot\mathbf x=-R(\mathbf n)t$. It has passed the meeting point, and so cuts it off, if
\begin{equation}
R(\mathbf n)>aR_1+bR_2 . \label{eq:crit}
\end{equation}

Being faster than the walls is therefore not quite enough. For your corner and $\mathbf n=[001]$, $a=b=0.8660$, so the threshold is $0.01732\,\mu$m/min, about 1.7 times the wall rate. An etchant with equal rates in all directions never meets the condition, since $a+b>1$ for $\mathbf n$ between two different normals. It leaves a convex edge sharp.

\subsection*{The shape of the corner}

Several planes may satisfy \eqref{eq:crit}, and they then compete. To find the survivors, take $y$ along $[001]$, the outward bisector of your acute corner, and $s$ along $[1\bar10]$. The solid is $y<f(s,t)$. I take the walls as already standing at full depth at $t=0$ and look far above the floor, so that nothing depends on depth.

The outward normal is $(-f_s,1)/\sqrt{1+f_s^2}$. A displacement $R\,dt$ against it lowers the surface, at fixed $s$, by $R\,dt$ divided by the $y$-component of the normal. Hence
\begin{equation}
f_t=-G(f_s),\qquad G(q)=R\sqrt{1+q^2}=\frac{R(\psi)}{\cos\psi},\qquad |q|=\tan\psi, \label{eq:pde}
\end{equation}
where $\psi$ is the angle between the normal and $[001]$. The crystal's mirror symmetry makes $G$ even. A plane $(h\bar hl)$ has $|q|=\sqrt2\,h/l$, so the walls have slopes $\mp m$ with $m=\sqrt2$, and the initial corner is $f(s,0)=-m|s|$.

Equation \eqref{eq:pde} alone does not settle the matter. The sharp corner $f=-m|s|-tG(m)$, which is your expectation, satisfies it everywhere except at $s=0$. What decides is the edge itself. I treat it as the limit of a slightly rounded edge, which contains all slopes $|q|\le m$.

The initial solid lies inside each half-space $y<qs$ with $|q|\le m$. The surface of that half-space moves as $y=qs-tG(q)$. The solid cannot break out of it: where the two surfaces touch, the rounded solid has the same normal and recedes at the same rate. So $f\le qs-tG(q)$ for every allowed $q$. The largest solid compatible with all these bounds is
\begin{equation}
f(s,t)=\min_{|q|\le m}\,[\,qs-tG(q)\,]. \label{eq:hopf}
\end{equation}

This is also the solution, for three reasons.
\begin{itemize}
\item At $t=0$ it gives $\min_q qs=-m|s|$, the initial corner.
\item Where one slope $q^*$ gives the minimum, $f_s=q^*$ and $f_t=-G(q^*)$. The change of $q^*$ itself does not contribute, because $q^*$ minimizes the bracket. Equation \eqref{eq:pde} holds.
\item Where two slopes $q_1,q_2$ tie, there is an edge. For $q=\lambda q_1+(1-\lambda)q_2$ with $0<\lambda<1$, the minimum property gives
\begin{equation}
qs-tG(q)\ \ge\ \lambda[q_1s-tG(q_1)]+(1-\lambda)[q_2s-tG(q_2)] .
\end{equation}
The terms in $s$ cancel, and division by $-t$ leaves
\begin{equation}
G(q)\le\lambda G(q_1)+(1-\lambda)G(q_2). \label{eq:chord}
\end{equation}
No skipped orientation is fast enough to cut this edge, so rounding it slightly changes nothing.
\end{itemize}

Condition \eqref{eq:chord} is the opposite of \eqref{eq:crit} in other variables. The vector $(-q,1)=\sqrt{1+q^2}\,\mathbf n$ is linear in $q$, so $a=\lambda\sqrt{1+q_1^2}/\sqrt{1+q^2}$, and $b$ follows with $1-\lambda$ and $q_2$. Multiplying \eqref{eq:crit} by $\sqrt{1+q^2}$ then gives $G(q)>\lambda G(q_1)+(1-\lambda)G(q_2)$. A plane survives if its $G$ stands above the chords between the other available planes.

At $s=0$, equation \eqref{eq:hopf} gives the recession speed of the corner along its bisector:
\begin{equation}
V=\max_{|q|\le m}G(q)=\max_{\psi\le\psi_{111}}\frac{R(\psi)}{\cos\psi}. \label{eq:V}
\end{equation}
If a faster plane sets this maximum, $R_{111}$ does not enter. Making the walls slower then does not slow the corner at all.

\subsection*{Numbers for your corner}

You gave only the $\{111\}$ rate, so I choose round values for the others:

\begin{center}
\begin{tabular}{lcccc}
plane & $R$ ($\mu$m/min) & $\psi$ & $|q|$ & $G$ ($\mu$m/min)\\
$\{001\}$ & 1.00 & $0^\circ$ & 0 & 1.0000\\
$\{114\}$ & 1.50 & $19.47^\circ$ & 0.3536 & 1.5910\\
$\{112\}$ & 0.70 & $35.26^\circ$ & 0.7071 & 0.8573\\
$\{111\}$ & 0.01 & $54.74^\circ$ & 1.4142 & 0.0173
\end{tabular}
\end{center}

For an orientation between two neighbours in the table, $\mathbf n=a\mathbf n_i+b\mathbf n_j$, I use $R=aR_i+bR_j$. This is the rate of a fine staircase of the two planes that moves without changing shape. It makes $G$ linear in $q$ between the entries, so the minimum in \eqref{eq:hopf} can be sought among the listed planes.

The largest $G$ belongs to $\{114\}$, and $V=1.591\,\mu$m/min. Two $\{114\}$ facets, with slopes $\pm0.3536$, replace the sharp corner and meet on the bisector. The other two planes do not survive:
\begin{itemize}
\item $\{001\}$ lies between the two $\{114\}$ facets. Their chord is level at $1.591\,\mu$m/min, and $\{001\}$ reaches only $1.000\,\mu$m/min.
\item $\{112\}$ lies between $\{114\}$ and $\{111\}$, with $a=0.5774$ and $b=0.4714$. Its threshold is $0.5774\times1.50+0.4714\times0.01\approx0.871\,\mu$m/min, above its rate of $0.70\,\mu$m/min.
\end{itemize}
Both are at least 70 times faster than the walls and would cut the original edge. They are absent because $\{114\}$ removes the material on which they would have appeared.

On the side $s>0$, the facet ends where it meets the wall. With $q_f=0.3536$ and $G_f=G(q_f)$,
\begin{align}
-q_fs-G_ft&=-ms-G(m)t,\\
(m-q_f)s&=[G_f-G(m)]t,\\
\frac st&=\frac{1.5910-0.0173}{1.4142-0.3536}=1.484\ \mu\text{m/min}. \label{eq:edge}
\end{align}

After 10 min:
\begin{itemize}
\item The corner has receded by $1.591\times10=15.9\,\mu$m. Wall motion alone would give $0.01732\times10=0.173\,\mu$m.
\item Each facet ends at $|s|=14.84\,\mu$m and has length $14.84/\cos19.47^\circ=15.7\,\mu$m.
\item Each wall has lost $14.84\times\sqrt{1+m^2}=14.84\times\sqrt3=25.7\,\mu$m of its length, counted from the point where the retreated walls would meet.
\item Along its normal, each wall has retreated by your $0.10\,\mu$m.
\end{itemize}

The corner recedes 91.9 times faster than wall motion alone would allow. This is less than the rate ratio $1.50/0.01=150$, because the steep walls already gain a factor $1/\cos54.74^\circ$ along the bisector, while $\{114\}$ gains only $1/\cos19.47^\circ$.

\subsection*{Tests of the argument}

Equation \eqref{eq:pde} can be solved by finite differences without using \eqref{eq:hopf}. The scheme used here has a spacing of $0.0025\,\mu$m and a small artificial smoothing, which supplies the rounded edge. The results are in the numerical output.

For the rates above, the corner speed is $1.5910\,\mu$m/min. After 1 min the profile differs from \eqref{eq:hopf} by at most $0.0032\,\mu$m, while the corner has moved by $1.59\,\mu$m. With completely immobile walls and the other rates held fixed, the speed is again $1.5910\,\mu$m/min.

The chord condition was tested from both sides. With $\{112\}$ at 0.9 times its threshold, the steepness rises from 0.53 to 1.06, half of the change from $\{114\}$ to $\{111\}$, within $0.0105\,\mu$m of $s$ after 1 min. This is about four grid spacings, where the formula gives a sharp edge. At 1.1 times the threshold a real $\{112\}$ facet appears, with width $0.464\,\mu$m against $0.452\,\mu$m from the formula.

In a further test, all three intermediate planes were set to 0.9 times their thresholds against the two walls. The $\{001\}$ rate is then $0.01559\,\mu$m/min, still faster than the walls, yet the corner recedes at $0.01732\,\mu$m/min, the speed set by the walls. So the undercut does require planes above the chord.

Flat facets are a consequence of the kinks in $G$. Where $G$ is smooth, concave and above the chords between the other available planes, the minimum in \eqref{eq:hopf} obeys $s=tG'(q)$, so the slope varies continuously and that part of the surface is rounded. For $R=0.01+1.2\cos^2(\pi\psi/2\psi_{111})$ in $\mu$m/min, the computed profile after 1 min agrees with \eqref{eq:hopf} to $0.0074\,\mu$m, for a corner recession of $G(0)\times1\,\text{min}=1.21\,\mu$m. This $G$ is concave only for $|q|$ below about 0.48, and only the slopes up to about 0.19, where the chord from the wall slope touches $G$, actually appear. The tip is rounded but still meets each wall at an edge.

\subsection*{Inner corners of an opening}

At an acute inner corner the slow walls do protect the corner. Let the same two wall orientations meet the other way round, so that the solid fills the outside of a $70.53^\circ$ notch: $f(s,0)=+m|s|$. The solid now contains every half-space $y<qs$ with $|q|\le m$, and it continues to contain them as they recede. All inequalities reverse, and
\begin{equation}
f(s,t)=\max_{|q|\le m}[\,qs-tG(q)\,].
\end{equation}
With the rates above, $G$ is smallest at $|q|=m$. Since $qs\le m|s|$ and $G(q)\ge G(m)$, both terms are most favourable at the wall slope, and
\begin{equation}
f(s,t)=m|s|-G(m)t .
\end{equation}
The notch stays sharp and moves at $0.01732\,\mu$m/min, which the finite-difference solution reproduces. A concave corner selects slow planes and a convex corner selects fast ones.

An opening bounded by these walls also has obtuse inner corners, of $109.47^\circ$. By the same argument they stay sharp if no plane between the two walls has a rate below $aR_1+bR_2$. For the plane $(1\bar10)$ midway between them, $a=b=0.6124$, so its rate must be at least $0.0122\,\mu$m/min. The table does not contain this plane, so its rate has to be known separately.

This result again assumes walls that already stand at full depth. If the wet etch itself deepens the opening from the surface, the $(110)$ floor takes part as well, and the assumption that no inclined plane starts at the mask must be dropped. Because $(1,1,1)=\tfrac12(1,\bar1,1)+\tfrac12(\bar1,1,1)+(1,1,0)$, the inclined plane $(111)$ has a normal between those of the two walls and the floor. By the same containment argument, the solid behind this plane survives, apart from the plane's own slow retreat. The facet starts at the mask corner and, with that retreat neglected, reaches a distance $\sqrt2\,z$ into the opening along the bisector at depth $z$. The mask corner is still protected, but the space below it is then closed by an inclined facet and is not a sharp vertical notch.

\subsection*{Real wafers}

Silicon in hot alkaline solutions is the usual real case. A $\{001\}$ rate of roughly $1\,\mu$m/min and a $\{111\}$ rate smaller by a factor of tens to hundreds are ordinary there, so those two model values are not extreme. The $\{114\}$ and $\{112\}$ rates are illustrative. The planes that bound a real undercut depend on the etchant, its concentration and its temperature, so \eqref{eq:V} needs rates measured in the bath you use.

One assumption that is easily broken is that the walls stand at full depth from the start. If the same wet etch uncovers them, the wall at depth $z$ is attacked later by $z/R_{\rm floor}$. If the depths evolved independently, the recession there would be smaller by $Vz/R_{\rm floor}$, which can be as large as the recession itself near the floor. The surface also becomes inclined and exposes orientations outside this calculation, so this is an estimate of size only.

The assumption about the mask can also fail. A receding facet meets the underside of a mask that does not etch in a concave junction, which selects slow planes. For example, $(\bar2\,\bar4\,4)=(1,\bar1,4)+3(\bar1,\bar1,0)$ gives $a=\sqrt{18}/6=0.707$, so the overhanging plane $(\bar1\bar22)$ starts under the mask if its rate is below $0.707\times1.50=1.06\,\mu$m/min. The junction with the floor is concave too. Near the mask and near the floor the corner can therefore recede more slowly than \eqref{eq:V}, by an amount that depends on the rates of inclined planes not listed in the table.

On (001) wafers the $\{111\}$ walls are inclined, but criterion \eqref{eq:crit} still applies to the ridge between them. For walls $(111)$ and $(\bar111)$, both at $0.01\,\mu$m/min, the plane $(133)$ has $a=0.7947$ and $b=0.3974$. It can cut the ridge once its rate exceeds $0.0119\,\mu$m/min. The ridge runs obliquely into the mask and the floor, where further planes may start, so the speed calculated for your vertical walls should not be transferred to that case.

For your deep mesa, with these rates and 10 min of etching, moving the mask corner outward along the bisector by $15.9\,\mu$m would put the final tip where you want it, at depths far enough from both mask and floor for \eqref{eq:V} to hold. If its two sides remain $\{111\}$ walls, however, each of them also shifts outward, by $15.9\times\cos54.74^\circ=9.2\,\mu$m. The tip would still be blunt: the two $\{114\}$ facets enclose $180^\circ-2\times19.47^\circ\approx141^\circ$ of solid instead of the original $70.53^\circ$.

\section*{Computed values}
\begin{verbatim}
{001}: R = 1.00 um/min, angle from [001] = 0.00 deg, slope q = 0.0000, G = 1.0000 um/min
{114}: R = 1.50 um/min, angle from [001] = 19.47 deg, slope q = 0.3536, G = 1.5910 um/min
{112}: R = 0.70 um/min, angle from [001] = 35.26 deg, slope q = 0.7071, G = 0.8573 um/min
{111}: R = 0.01 um/min, angle from [001] = 54.74 deg, slope q = 1.4142, G = 0.0173 um/min
Solid angle of mesa corner: 70.53 deg
Angle between {114} facet and {111} wall normals: 35.26 deg
Corner recession speed, formula: 1.5910 um/min
Corner recession speed, numerical: 1.5910 um/min
Corner speed if only walls moved: 0.01732 um/min
Ratio of these corner speeds: 91.9
Corner speed with immobile walls, numerical: 1.5910 um/min
Facet slope, numerical: 0.3536
Facet-wall boundary ds/dt, formula: 1.4837 um/min
Facet-wall boundary s at 1 min, numerical: 1.4836 um
Largest profile error at 1 min, model mesa: 0.0032 um
Largest profile error at 1 min, smooth rate law: 0.0074 um
{112} decomposition on {114},{111}: a = 0.5774, b = 0.4714
{112} threshold rate: 0.8707 um/min
{112} s-width at 1 min, rate 0.9 x threshold, numerical: 0.0105 um
{112} s-width at 1 min, rate 1.1 x threshold, numerical: 0.4635 um
{112} s-width at 1 min, rate 1.1 x threshold, formula: 0.4524 um
{001} decomposition on two walls: a = 0.8660, b = 0.8660
{001} threshold against two walls: 0.01732 um/min
Below-chord test, {001} rate: 0.01559 um/min
Below-chord test, corner speed, numerical: 0.01732 um/min
Concave corner speed, numerical: 0.01732 um/min
(001) wafer ridge, plane (133): a = 0.7947, b = 0.3974
(001) wafer ridge, (133) threshold: 0.01192 um/min
Etch time of example: 10 min
Corner recession along bisector: 15.91 um
Corner recession if only walls moved: 0.173 um
Wall retreat along its normal: 0.10 um
Facet-wall boundary at s = 14.84 um
Length of each {114} facet: 15.74 um
Wall length consumed, from meeting point of retreated walls: 25.70 um
\end{verbatim}
